# Why effective pair wells in simple liquids are shallower than isolated pairs

**Question.** Two closed-shell atoms alone in space attract each other with a well of depth $D$. Suppose a liquid of the same atoms is described by pair forces alone, the pair potential is fitted to the liquid, and the fitted well comes out shallower than $D$. Can the dispersion energy of three atoms explain this, and does it explain all of it?

**Answer.** The energy of three atoms is not the sum of three pair energies. A description by pairs has no separate place for the remainder, so a fit must put it into the pair term. We need the sign of the remainder, its average over the third atom, and the share of it that belongs to each pair.

### Where the three-body energy comes from

Model each atom as an isotropic oscillating dipole $\boldsymbol\mu_i$ with polarizability $\alpha$ and frequency $\omega_0$. In Gaussian units its potential energy is $\mu_i^2/2\alpha$ and its kinetic energy $\dot\mu_i^2/(2\alpha\omega_0^2)$. Two dipoles interact through $-\boldsymbol\mu_i\cdot T_{ij}\boldsymbol\mu_j$, with

$$T_{ij}=\frac{3\hat{\mathbf r}_{ij}\hat{\mathbf r}_{ij}-1}{r_{ij}^3}.$$

Collect the $T_{ij}$ in a matrix $B$ with empty diagonal blocks. The squared normal frequencies are the eigenvalues of $\omega_0^2(1-\alpha B)$, and the zero-point energy is

$$E=\frac{\hbar\omega_0}{2}\,\mathrm{Tr}\,(1-\alpha B)^{1/2}
=\frac{\hbar\omega_0}{2}\,\mathrm{Tr}\Big[1-\frac{\alpha B}{2}-\frac{\alpha^2B^2}{8}-\frac{\alpha^3B^3}{16}-\dots\Big].$$

The linear term has no trace. For one pair, $\mathrm{Tr}B^2=2\,\mathrm{Tr}\,T^2=12/r^6$, because $r^3T$ has eigenvalues $2,-1,-1$. The second-order energy is therefore $-C_6/r^6$ with $C_6=\tfrac34\hbar\omega_0\alpha^2$.

In third order the trace needs a closed path of three steps. Two atoms offer none. Three atoms offer six: three starting points and two directions. Let $\mathbf a,\mathbf b,\mathbf c$ be unit vectors along the sides, taken in order around the triangle. Multiplying out gives

$$\mathrm{Tr}(3\mathbf{aa}-1)(3\mathbf{bb}-1)(3\mathbf{cc}-1)=27P-9S+6,$$

where $P=(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a)$ and $S$ is the sum of the three squared scalar products. Each scalar product is minus the cosine of an interior angle. With $p=\cos\theta_1\cos\theta_2\cos\theta_3$ we have $P=-p$, and $S=1-2p$ because the angles add up to $\pi$. The trace is $-3(1+3p)$, and the third-order energy is

$$u_3=-\frac{\hbar\omega_0\alpha^3}{32}\cdot6\cdot\frac{-3(1+3p)}{(r_{12}r_{13}r_{23})^3}
=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(r_{12}r_{13}r_{23})^3},$$

with $C_9=\tfrac{9}{16}\hbar\omega_0\alpha^3=\tfrac34\alpha C_6$. This is the Axilrod–Teller–Muto (ATM) energy. Its form holds for closed-shell atoms at distances where their clouds do not overlap; the relation between $C_9$ and $C_6$ belongs to the oscillator model.

The sign depends on the shape. In an equilateral triangle $p=1/8$ and $u_3=+\tfrac{11}{8}C_9/r^9$. For three atoms evenly spaced on a line $p=-1$ and the sides are $r,r,2r$, so $u_3=-\tfrac14C_9/r^9$. A triangle attracts only if one of its angles exceeds about $117^\circ$; all others repel, including long thin ones with two angles near $90^\circ$. Only an average can tell which prevails.

### The average, and two ways to use it

Hold atoms 1 and 2 at distance $r$ and average over the third atom:

$$W(r)=\rho\int\frac{g_3(1,2,3)}{g_2(r)}\,u_3(1,2,3)\,d^3r_3 .$$

Here $\rho$ is the number density, and $\rho^2g_2$ and $\rho^3g_3$ are the pair and triplet densities of the reference fluid, in which the true pair potential $u(r)$ acts alone.

**Reproducing the energy.** At fixed volume and temperature, the total three-body energy $U_3$ changes the free energy by $\langle U_3\rangle-\mathrm{Var}(U_3)/2kT+\dots$, with averages in the reference fluid. The first term is

$$\langle U_3\rangle=\frac16\int\!\!\int\!\!\int\rho^3g_3u_3
=\frac16\int\!\!\int\rho^2g_2W
=\frac12\int\!\!\int\rho^2g_2\,\frac{W}{3}.$$

The factor $1/6$ removes the permutations of three atoms, and a pair energy carries $1/2$. A pair potential with the right mean energy over the configurations of the reference fluid, and hence the right first-order free energy, is thus $u+W/3$: a triple contains three pairs, and each carries a third of its energy. It is not the only one, because the condition fixes a single number; the Lennard-Jones curve fitted below satisfies it too. "Energy" below is meant in this sense. The internal energy of the fluid with $u_3$ switched on contains a further first-order term, $-\mathrm{Cov}(U_2,U_3)/kT$ with $U_2$ the total pair energy, because the structure responds; $u+W/3$ is not constructed to reproduce that term.

**Reproducing the structure.** Now ask which pair potential $u+\delta v$ gives the same $g_2(r)$. Take low density and write $e_{ij}=e^{-u(r_{ij})/kT}$. Switching on $u_3$ multiplies the statistical weight of a pair held at $r$ by

$$1+\rho\int e_{13}e_{23}\left(e^{-u_3/kT}-1\right)d^3r_3+O(\rho^2).$$

Triples with only one of the held atoms, or none, either cancel in the normalization or enter at higher order in $\rho$. The pair term multiplies the same weight by $e^{-\delta v(r)/kT}$. Since $\delta v$ is itself of order $\rho$, its action between a held atom and a third atom is of order $\rho^2$. Equating the terms of order $\rho$ gives

$$\delta v(r)=\rho kT\int e_{13}e_{23}\left(1-e^{-u_3/kT}\right)d^3r_3\simeq W(r),$$

where the last step is linear in $u_3$, and $g_3/g_2\to e_{13}e_{23}$ at low density. The factor is now 1. When the distance of one pair is changed, the whole energy of its triples responds, not a third of it.

So there is no single effective potential. The potential $u+W$ guides structure but counts the three-body energy three times; $u+W/3$ gives the energy but too weak a structural response. Complete enumeration of three particles on a long ring, with a weak model triple interaction, confirms this. The structural change produced by $u+W$ is 1.01 times the true one, that of $u+W/3$ is 0.34 times, and the mean energy from $W/3$ is 1.00 times $\langle U_3\rangle$, both averaged in the reference system.

### Uniform surroundings: a closed formula

Let the third atom have uniform density wherever it is farther than a core distance $\sigma$ from both held atoms, and be absent elsewhere. This mean-field picture ignores the shells of neighbours in a liquid, but the integral can be done completely.

Use $s=r_{13}$ and $t=r_{23}$ as coordinates. In spherical coordinates about atom 1, $d^3r_3=2\pi s^2\sin\theta\,d\theta\,ds$. At fixed $s$, $t^2=s^2+r^2-2sr\cos\theta$ gives $t\,dt=sr\sin\theta\,d\theta$. Hence $d^3r_3=(2\pi/r)\,st\,ds\,dt$ and

$$W=\frac{2\pi\rho C_9}{r^4}\int\!\!\int J\,ds\,dt,\qquad J=\frac{1+3p}{s^2t^2},$$

$$p=\frac{(r^2+s^2-t^2)(r^2+t^2-s^2)(s^2+t^2-r^2)}{8r^2s^2t^2}.$$

The first two factors of the numerator give $r^4-(s^2-t^2)^2$. Multiplying out,

$$J=\frac{1}{4s^2t^2}+\frac{3}{8r^2}\Big[\frac{r^4}{s^2t^4}+\frac{r^4}{s^4t^2}-\frac{r^6}{s^4t^4}-\frac{s^2}{t^4}+\frac1{t^2}+\frac1{s^2}-\frac{t^2}{s^4}+\frac{r^2}{t^4}+\frac{r^2}{s^4}\Big].$$

Each term is a power of $s$. Integrating term by term and using the common denominator $s^3t^4$ gives the primitive

$$A(s)=\frac{3}{8r^2}\,\frac{M}{s^3t^4},$$

$$M=-\tfrac13(s^2-r^2)^3+t^2(s^2-r^2)\big(s^2+\tfrac{r^2}{3}\big)-t^4\big(s^2+\tfrac{r^2}{3}\big)+\tfrac13t^6 .$$

At the limit $s=r+t$ we have $s^2-r^2=t(t+2r)$. With $Q=s^2+r^2/3=t^2+2rt+\tfrac43r^2$,

$$\frac{M}{t^3}=-\tfrac13(t+2r)^3+(t+2r)Q-tQ+\tfrac13t^3
=-\big(2rt^2+4r^2t+\tfrac83r^3\big)+2rQ=0 .$$

The primitive vanishes there. Since $M$ contains only even powers of $t$, replacing $t$ by $-t$ shows that it vanishes at $s=r-t$ too. At $s=t$ the terms combine to $M=-\tfrac43r^4t^2+\tfrac13r^6$, so

$$A(t)=-\frac{r^2}{2t^5}+\frac{r^4}{8t^7}.$$

**Near pairs, $\sigma\le r\le2\sigma$.** The condition $s+t\ge r$ holds by itself, and $|s-t|\le r$ remains. By symmetry, take twice the half with $s>t$, where $s$ runs from $t$ to $t+r$:

$$\int\!\!\int J\,ds\,dt=2\int_\sigma^\infty\Big(\frac{r^2}{2t^5}-\frac{r^4}{8t^7}\Big)dt=\frac{r^2}{4\sigma^4}-\frac{r^4}{24\sigma^6},$$

$$W(r)=\pi\rho C_9\Big[\frac{1}{2r^2\sigma^4}-\frac{1}{12\sigma^6}\Big].$$

**Distant pairs, $r\ge2\sigma$.** For $t<r/2$ the variable $s$ runs from $r-t$ to $r+t$. The primitive is zero at both ends, so these positions contribute nothing in total. For $t>r/2$ the lower limit is again $t$. The double integral is the previous one with $\sigma$ replaced by $r/2$, namely $4/r^2-8/(3r^2)=4/(3r^2)$, and

$$W(r)=\frac{8\pi\rho C_9}{3r^6}.$$

The core size has dropped out. At $r=2\sigma$ both forms give $\pi\rho C_9/(24\sigma^6)$. The first form falls with $r$ and ends at this positive value, so in uniform surroundings $W$ is positive at every distance, although some individual triangles attract. Direct quadrature over the third atom agrees with both forms.

### What the formula says

In uniform surroundings, and at low density, the average is proportional to $\rho$; in a liquid $g_3/g_2$ itself changes with density. In a dilute gas it disappears and the isolated-pair potential returns. A potential fitted to the liquid is therefore the wrong one for the second virial coefficient, which involves two atoms only.

For distant pairs $W$ has the same $r^{-6}$ form as the pair attraction. In $u+W$ the coefficient $C_6$ is reduced by the fraction

$$\frac{8\pi\rho C_9}{3C_6}=\frac{8\pi\rho}{3}\cdot\frac{3\alpha}{4}=2\pi\rho\alpha ,$$

and in $u+W/3$ by a third of this. The medium weakens the attraction to the extent that it is polarizable.

The ATM energy per atom follows with $g_2=1$ outside the core:

$$\frac{\langle U_3\rangle}{N}=\frac{\rho}{6}\int_\sigma^\infty4\pi r^2W\,dr
=\frac{\rho}{6}\cdot\frac{4\pi^2\rho C_9}{\sigma^3}\Big[\Big(\frac12-\frac{7}{36}\Big)+\frac19\Big]
=\frac{5\pi^2\rho^2C_9}{18\,\sigma^3}.$$

The round bracket comes from $\sigma<r<2\sigma$, the last term from beyond.

The factor $\rho^2$ matters for the pressure. Write this energy as $c\rho^2$ per atom, with $\sigma$ fixed. As a free energy it gives the pressure $\rho^2\,d(c\rho^2)/d\rho=2c\rho^3$. If $W/3$ is frozen at its value for one density and then used as an ordinary pair potential, the energy per atom grows only linearly when the density is varied, and the pressure at the original density is $c\rho^3$, half as much. In this mean-field picture a frozen potential with the right energy has the wrong three-body pressure.

### A model liquid

Take round parameters, with $D$ as the unit of energy and the position $r_m$ of the pair minimum as the unit of length. No particular substance is meant. With $x=r/r_m$,

$$u=D\left(1.4x^{-12}-1.2x^{-8}-1.2x^{-6}\right).$$

At $x=1$ the value is $-D$ and the slope is proportional to $-16.8+9.6+7.2=0$, as required. The state is $\rho r_m^3=1.1$ and $kT=0.7D$. With $\alpha=0.03\,r_m^3$ and $C_6=1.2\,Dr_m^6$,

$$C_9=0.75\times0.03\times1.2=0.027\,Dr_m^9 .$$

An equilateral triple with side $r_m$ costs $0.0371D$; three atoms on a line with spacing $r_m$ gain $0.0067D$. The long-range reduction of $C_6$ is $2\pi\times1.1\times0.03=20.7\%$ for structure and $6.9\%$ for energy.

For uniform surroundings let $\sigma$ be the distance where $u=0$, which is $0.8967\,r_m$. At $r=r_m$,

$$W=\pi(1.1)(0.027)\Big[\frac{1}{2(0.8967)^4}-\frac{1}{12(0.8967)^6}\Big]D=0.0933\times0.613\,D=0.057D .$$

The minimum of $u+W/3$ has depth $0.981D$, that of $u+W$ has depth $0.943D$. Their positions move outward by less than $0.2\%$ of $r_m$.

The real surroundings were sampled by Monte Carlo in twelve independent liquids of 108 atoms each, moving under $u$ alone. At this density and temperature the pressure of the fluid under $u$ alone is negative, so the reference is a stretched liquid held at fixed volume. Interactions with a side longer than half the box were added as for uniform surroundings. For pairs within $0.05\,r_m$ of contact,

$$W=0.123D,$$

more than twice the uniform value. It equals the cost of about 3.3 equilateral triples of side $r_m$. A likely reason is that the liquid collects third atoms where they touch both members of the pair, which is where the triangle repels most; the contributions were not sorted by shape to prove this. Near $r=2r_m$ the liquid value, $0.0036D$, is slightly below the uniform one, $0.0039D$, so packing does not raise $W$ at every distance. The liquid value is sensitive to the box: with 256 atoms it falls by a further $0.0002$ to $0.0003D$.

At contact the energy-matching potential thus has the depth

$$D-\tfrac13(0.1234D)=0.959D .$$

The full subtraction gives $0.877D$. At this density that is a guide to the structural potential rather than its value, since the factor 1 was derived at low density.

The mean energies per atom are $-5.22D$ from pairs and $+0.272D$ from ATM triples, so the three-body term cancels $5.2\%$ of the pair energy. The last digit of the ATM energy depends on the box: with 256 atoms it is about $0.270D$. The uniform formula gives $0.124D$, less than half the sampled value: it has the right sign but is poor as an estimate of size. The second-order term $-\mathrm{Var}(U_3)/2kT$ is about $-0.001D$ per atom, less than one percent of the first-order term, which supports stopping at first order for the free energy here. The shift of the pair energy caused by the structural response to $u_3$ was not computed.

### How much of a fitted depth is three-body dispersion?

A fit usually prescribes a shape as well. Take the Lennard-Jones form with the minimum kept at $r_m$,

$$v_{\rm LJ}=\varepsilon\left(x^{-12}-2x^{-6}\right),$$

and choose $\varepsilon$ so that its mean energy in the sampled liquid is the right one. Even without three-body forces $\varepsilon$ will differ from $D$, because the shape differs from that of $u$. For $\varepsilon=D$ and $y=x^2$,

$$v_{\rm LJ}-u=Dx^{-12}\left(-0.4+1.2y^2-0.8y^3\right)=-0.4\,Dx^{-12}(1-y)^2(1+2y)\le0 .$$

At equal depth the Lennard-Jones curve lies below this $u$ everywhere except at the minimum, where they touch. It binds too strongly, so a fit must lower $\varepsilon$.

With $\varepsilon=D$ the Lennard-Jones energy per atom is $-5.751D$. Matching first the pair energy and then the total energy gives

$$\frac{\varepsilon_{\rm pair}}{D}=\frac{5.222}{5.751}=0.908,\qquad
\frac{\varepsilon_{\rm total}}{D}=\frac{5.222-0.272}{5.751}=0.861 .$$

The fitted well is about $14\%$ shallower than the true one. Of this, $9.2\%$ of $D$ comes from the Lennard-Jones shape and $4.7\%$ of $D$ from the ATM energy. In this liquid, and for this way of fitting, the ATM energy accounts for about one third of the gap.

The tail shows the compromise. The fitted curve implies $C_6=2\varepsilon_{\rm total}r_m^6=1.72\,Dr_m^6$, against the true $1.2\,Dr_m^6$. The well is too shallow, while the tail is too strong and the repulsive wall too soft ($x^{-12}$ coefficient $0.86D$ against $1.4D$). By construction of the fit these deviations from $u$, averaged over the sampled configurations of this one state, add up to the ATM energy of $+0.272D$ per atom. Another density, a fit to pressure or structure, or a free $r_m$ can change the division. So does letting the Lennard-Jones curve generate its own liquid instead of averaging it over configurations of $u$: the two depths then come out near $0.93D$ and $0.88D$, and the ATM share of the gap rises to about two fifths.

So the answer to the question has two parts. In the cases computed here, averaged ATM forces make the effective well shallower, but the difference between a fitted depth and the true one measures them only if the fitted form can represent the true pair potential. The shares found here belong to the chosen $u$. They also leave out the terms beyond third order in the expansion of the zero-point energy. These are not small at this polarizability: the exact oscillator energy of the equilateral triple is $0.0336D$ instead of $0.0371D$, and in the liquid the higher orders cancel nearly a quarter of the ATM energy, which lowers the share of the gap from about $0.34$ to about $0.29$. Short-range three-body exchange, higher multipoles, and the quantum motion of the nuclei are left out as well. The numerical output below gives the statistical errors and the contributions from beyond half the box.

## Calculated quantities

```
density = 1.10 rm^-3; kT = 0.70 D
polarizability = 0.030 rm^3; C6 = 1.20 D rm^6
C9 = 0.0270 D rm^9; core s0 = 0.8967 rm
Drude C6 = 0.7500, C9 = 0.5610 (alpha=hbar*omega=1)
ATM, equilateral side rm = 0.0371 D
ATM, line with spacing rm = -0.0067 D
ring: structure from u+W / true = 1.0107
ring: structure from u+W/3 / true = 0.3369
ring: energy from W/3 / true = 1.0036
C6 reduction, structure = 20.7 %
C6 reduction, energy = 6.9 %
uniform well, u+W/3: depth 0.9810 D at 1.0006 rm
uniform well, u+W: depth 0.9429 D at 1.0018 rm
atoms per liquid = 108; copies = 12; half box = 2.307 rm
configurational kT = 0.6954 D
crystal order parameter = 0.136
W near 1.0 rm: liquid 0.1234 +- 0.0003 D, uniform 0.0572 D
W near 1.5 rm: liquid 0.0296 +- 0.0000 D, uniform 0.0171 D
W near 2.0 rm: liquid 0.0036 +- 0.0000 D, uniform 0.0039 D
liquid, 1-W/3 at contact = 0.9589 D
liquid, 1-W at contact = 0.8766 D
pair energy per atom = -5.2215 +- 0.0061 D
  of which beyond half box = -0.2501 D
ATM energy per atom = 0.2724 +- 0.0005 D
  of which beyond half box = 0.0174 D
ATM energy per atom, uniform = 0.1242 D
second-order lowering per atom = 0.00109 D
ATM / |pair energy| = 5.22 %
unit-depth LJ energy per atom = -5.7514 +- 0.0055 D
fitted LJ depth, pair energy only = 0.9079 D
fitted LJ depth, pair + ATM = 0.8605 D
lowering by LJ shape = 9.21 % of D
lowering by ATM = 4.74 % of D
C6 implied by fitted LJ = 1.721 D rm^6
```
